\section*{Kick-out rate and migration length from a broadened marker layer}

\section{Definitions and conventions}

A substitutional dopant atom becomes mobile at rate $g$ per atom; one such transition is a kick-out event. The mobile atom diffuses with diffusivity $D_m$ and returns to a lattice site at rate $r$. Depth $x$ is measured from the centre of a thin marker layer, and the anneal lasts a time $t$. Define
\begin{equation}
\theta=gt,\qquad \lambda=\sqrt{D_m/r},\qquad q=k^2\lambda^2 .
\end{equation}
Here $\theta$ is the mean number of events per atom, and $\lambda$ will prove to be the mean absolute depth displacement per event.

For a profile normalized to unit area, $m_n=\langle x^n\rangle$ and $\phi(k)=\langle e^{ikx}\rangle$. The cumulants $\kappa_n$ are defined by
\begin{equation}
\ln\phi(k)=\sum_{n\ge1}\kappa_n\frac{(ik)^n}{n!}.
\label{eq:cum}
\end{equation}
For a centred symmetric profile, $\kappa_2=m_2$ and $\kappa_4=m_4-3m_2^2$. The symbol $\Delta$ denotes the annealed value minus the as-grown value.

The model assumes that all atoms start substitutional, that $g$, $r$ and $D_m$ are uniform in depth, that $r$ and $D_m$ are constant in time, and that there is no drift. The basic inversion also needs $g\ll r$ and $rt\gg1$. It reads
\begin{equation}
\boxed{\lambda^2=\frac{\Delta\kappa_4}{12\,\Delta\kappa_2},\qquad
\theta=\frac{6(\Delta\kappa_2)^2}{\Delta\kappa_4},\qquad g=\frac{\theta}{t}.}
\label{eq:inv}
\end{equation}
It requires the complete tail of the profile. Section 5 treats a profile cut by a detection floor.

\section{Derivation}

An atom mobile for a time $\tau$ has a Gaussian displacement of variance $2D_m\tau$, with characteristic function $e^{-D_mk^2\tau}$. The lifetime density is $re^{-r\tau}$, so one event has
\begin{equation}
f(k)=\int_0^\infty re^{-r\tau}e^{-D_mk^2\tau}\,d\tau
=\frac{r}{r+D_mk^2}=\frac1{1+q}.
\end{equation}
The corresponding density is $e^{-|x|/\lambda}/(2\lambda)$, because
\[
\frac1\lambda\int_0^\infty e^{-x/\lambda}\cos kx\,dx
=\frac1\lambda\,\frac{1/\lambda}{1/\lambda^2+k^2}=\frac1{1+q}.
\]
Its mean absolute displacement is $\int_0^\infty (x/\lambda)e^{-x/\lambda}dx=\lambda$. This is a displacement along depth, not a three-dimensional path length.

When mobile periods occupy a negligible part of the anneal, the number of events is Poisson distributed with mean $\theta$. Successive displacements are independent, so their characteristic functions multiply:
\begin{equation}
\phi=\sum_{n=0}^\infty e^{-\theta}\frac{\theta^n}{n!}f^n
=e^{\theta(f-1)},\qquad
\ln\phi=-\frac{\theta q}{1+q}.
\label{eq:cf}
\end{equation}
For $q<1$ the geometric series gives $\ln\phi=\theta\sum_{n\ge1}(-1)^n\lambda^{2n}k^{2n}$. Since $(ik)^{2n}=(-1)^nk^{2n}$, comparison with \eqref{eq:cum} yields
\begin{equation}
\kappa_{2n}=\theta(2n)!\,\lambda^{2n},\qquad
\kappa_2=2\theta\lambda^2,\quad \kappa_4=24\theta\lambda^4.
\label{eq:kappa}
\end{equation}

The initial position is independent of the later displacement. The two characteristic functions multiply and their cumulants add, so the as-grown width drops out of $\Delta\kappa_n$. A depth response of the instrument cancels too, if it is the same linear convolution in both profiles. Dividing $\Delta\kappa_4$ by $\Delta\kappa_2$ gives $12\lambda^2$, and $\theta=\Delta\kappa_2/(2\lambda^2)$ then gives \eqref{eq:inv}.

The long-time diffusivity is $D=\Delta\kappa_2/(2t)=g\lambda^2$. The second cumulant fixes this product; the fourth separates its factors. The excess kurtosis of the displacement, $\kappa_4/\kappa_2^2=6/\theta$, falls as events accumulate and the displacement approaches a Gaussian.

If $g$ varies in time, the Poisson mean is $\int_0^t g\,dt'$, and the inversion returns the time average of $g$. Dissociative exchange, in which the dopant leaves a vacancy behind, obeys the same linear kinetics if the vacancy concentration is held fixed. The profile alone then cannot distinguish the two mechanisms.

\section{Finite mobile lifetime}

Let $S$ and $M$ be the Fourier transforms of the substitutional and mobile profiles for an ideal initial delta. Since $D_mk^2=rq$,
\begin{equation}
\dot S=-gS+rM,\qquad \dot M=gS-r(1+q)M.
\end{equation}
Solutions proportional to $e^{\mu t}$ satisfy $\mu^2+\mu[g+r(1+q)]+grq=0$, or
\[
\mu=-\frac{grq+\mu^2}{g+r(1+q)}.
\]
For the slow root, insert the leading value $\mu=-gq/(1+q)$ on the right and keep first order in $g/r$:
\begin{align}
\mu&=-\frac{gq}{1+q}+\frac{g^2}{r}
\left[\frac{q}{(1+q)^2}-\frac{q^2}{(1+q)^3}\right]\nonumber\\
&=-\frac{gq}{1+q}+\frac{g^2}{r}\frac{q}{(1+q)^3}.
\end{align}
The fast root is $\nu\simeq-r(1+q)$. The total $F=S+M$ starts with $F=1$ and $\dot F=-rqM=0$. Writing $F=Ae^{\mu t}+Be^{\nu t}$ gives $A+B=1$ and $A\mu+B\nu=0$, so
\[
A=\frac1{1-\mu/\nu}\simeq1+\frac gr\frac{q}{(1+q)^2}.
\]
The fast term has decayed when $rt\gg1$. With $\varepsilon=1/(rt)$, $g/r=\theta\varepsilon$ and $g^2t/r=\theta^2\varepsilon$,
\begin{equation}
\ln F=-\frac{\theta q}{1+q}+\varepsilon
\left[\frac{\theta^2q}{(1+q)^3}+\frac{\theta q}{(1+q)^2}\right].
\end{equation}
The coefficient of $q$ is $-\theta+\varepsilon(\theta^2+\theta)$, and that of $q^2$ is $\theta-\varepsilon(3\theta^2+2\theta)$. Hence
\begin{align}
\kappa_2&=2\theta\lambda^2[1-\varepsilon(1+\theta)],\nonumber\\
\kappa_4&=24\theta\lambda^4[1-\varepsilon(2+3\theta)].
\end{align}
Inserting these in \eqref{eq:inv}, and denoting estimates by hats, gives to first order
\begin{equation}
\hat\lambda=\lambda\left[1-\frac{1+2\theta}{2rt}\right],\qquad
\hat\theta=\theta\left[1+\frac{\theta}{rt}\right].
\label{eq:life}
\end{equation}

\section{Counting noise and choice of anneal}

Let $N$ atoms be recorded. To first order in sampling errors, each atom contributes $y=x^2-m_2$ to the error of $\kappa_2$ and $z=x^4-m_4-6m_2y$ to that of $\kappa_4$. The error of the sample mean does not enter at this order, because its coefficients contain the vanishing odd moments. The covariances, multiplied by $N$, are
\begin{align}
V_{22}&=m_4-m_2^2,\nonumber\\
V_{24}&=m_6-m_2m_4-6m_2V_{22},\nonumber\\
V_{44}&=m_8-m_4^2-12m_2(m_6-m_2m_4)+36m_2^2V_{22}.
\label{eq:V}
\end{align}
Differentiating $\phi=e^{\ln\phi}$ gives $m_n=\sum_j\binom{n-1}{j-1}\kappa_jm_{n-j}$. For an ideal initial delta, with $\lambda=1$, \eqref{eq:kappa} then yields
\begin{align*}
m_2&=2\theta,\qquad m_4=24\theta+12\theta^2,\\
m_6&=720\theta+720\theta^2+120\theta^3,\\
m_8&=40320\theta+60480\theta^2+20160\theta^3+1680\theta^4,
\end{align*}
and therefore
\begin{align*}
V_{22}&=24\theta+8\theta^2,\qquad V_{24}=720\theta+384\theta^2,\\
V_{44}&=40320\theta+42624\theta^2+6912\theta^3+384\theta^4.
\end{align*}
From \eqref{eq:inv}, $\delta\ln\hat\theta=2\delta\kappa_2/\kappa_2-\delta\kappa_4/\kappa_4$ and $\delta\ln\hat\lambda=\frac12(\delta\kappa_4/\kappa_4-\delta\kappa_2/\kappa_2)$. Thus
\begin{align}
N\,\mathrm{Var}(\ln\hat\theta)
&=\frac{4V_{22}}{\kappa_2^2}-\frac{4V_{24}}{\kappa_2\kappa_4}+\frac{V_{44}}{\kappa_4^2}\nonumber\\
&=\frac{34}\theta+50+12\theta+\frac{2\theta^2}{3},\\
N\,\mathrm{Var}(\ln\hat\lambda)
&=\frac14\left[\frac{V_{22}}{\kappa_2^2}-\frac{2V_{24}}{\kappa_2\kappa_4}+\frac{V_{44}}{\kappa_4^2}\right]\nonumber\\
&=\frac14\left[\frac{46}\theta+60+12\theta+\frac{2\theta^2}{3}\right].
\end{align}

At small $\theta$ few atoms have moved. At large $\theta$ the kurtosis is lost, and the relative error of $\theta$ grows as $\theta\sqrt{2/(3N)}$. Numerical minimization at fixed $N$ puts the best event number at 1.55 for $\theta$ and 1.79 for $\lambda$. These optima hold for an ideal delta and a complete tail. For $N=2\times10^5$, the relative error of $\theta$ is 4.4, 2.2, 3.5 and 20\% at $\theta=0.1$, 1, 10 and 100.

For a finite initial layer, add its cumulants to those of the displacement, evaluate \eqref{eq:V} for the annealed and as-grown profiles, and add the two covariance matrices, each divided by its own atom count. The logarithmic derivatives keep their form, with $\Delta\kappa_n$ in the denominators.

\section{Windowed inversion}

Suppose that the signal is usable for $|x|<L$. Divide the measured concentration by the total dose, known from the as-grown layer and conserved in the anneal, and form
\begin{equation}
M_n=\int_{-L}^{L}x^np(x)\,dx,\qquad n=0,2,4.
\end{equation}
For a symmetric as-grown profile with characteristic function $\phi_0$, the model profile is
\begin{equation}
p(x)=\frac1\pi\int_0^\infty\phi_0(k)\,e^{-\theta q/(1+q)}\cos kx\,dk.
\end{equation}
Exchanging the integrals gives $M_n=\int_0^\infty K_n(k)\phi_0\phi\,dk$, with $K_n=(2/\pi)\int_0^Lx^n\cos kx\,dx$. The kernels do not depend on the unknowns and are computed once. Two equations, for $M_2$ and $M_4$, are solved for $\theta$ and $\lambda$. Logarithms of the unknowns keep both positive.

\begin{verbatim}
input: as-grown and annealed profiles, t, L
centre both profiles; subtract background
if the complete tail is measured:
    dk2, dk4 = annealed minus as-grown cumulants
    if dk4 is not clearly positive:
        report a lower limit on theta; stop
    lambda = sqrt(dk4/(12 dk2))
    theta  = 6 dk2^2/dk4
else:
    normalize by total dose; form M0, M2, M4
    c2 = M2/M0;  c4 = M4/M0 - 3 c2^2
    start from the plain inversion of
        c2 - (as-grown k2) and c4
    precompute K0, K2, K4
    solve ln(M2_model/M2) = 0
          ln(M4_model/M4) = 0
        for ln(theta), ln(lambda)
    reject the result if residuals remain
return theta/t, lambda
\end{verbatim}

The moments cost $O(N)$ for individual atoms, or one pass over a binned profile. With $N_k$ wave numbers and $N_x$ depths, the kernels cost $O(N_kN_x)$ once and each residual $O(N_k)$. The wave-number step must be small enough that periodic images of the profile lie far outside the window, and the largest wave number must lie where $\phi_0$ is negligible. A very narrow as-grown layer therefore needs a long grid, since $\phi$ tends to $e^{-\theta}$, the fraction of atoms that never moved. The root search has no guarantee of global convergence; a poor start calls for several trials. If the cut makes $c_4$ negative, another positive start is needed.

\section{Numerical experiment}

The model parameters are $\lambda=10$ nm, $g=10^{-4}$ s$^{-1}$, $t=10^4$ s and $r=100$ s$^{-1}$, hence $\theta=1$. The initial layer is Gaussian with standard deviation $\sigma_0=3$ nm. Each simulated atom draws exponential waiting times of mean $1/g$ until $t$ is passed. Every event draws an exponential mobile lifetime and then a Gaussian displacement of variance $2D_m$ times that lifetime. Mobile time is not added to the clock, which implements the compound-Poisson limit. Each profile has $2\times10^5$ atoms, and 150 measurements are simulated, each with its own as-grown profile.

In the first measurement, $\Delta\kappa_2=200.76$ nm$^2$ and $\Delta\kappa_4=246698$ nm$^4$. Thus
\begin{align*}
\hat\lambda&=\sqrt{\frac{246698}{12(200.76)}}\ \mathrm{nm}=10.12\ \mathrm{nm},\\
\hat\theta&=\frac{6(200.76)^2}{246698}=0.980 .
\end{align*}
The rate is $9.80\times10^{-5}$ s$^{-1}$, or 0.353 per hour, and $D=1.00\times10^{-16}$ cm$^2$/s. Errors of opposite sign are typical, though not certain, because $\hat\theta\hat\lambda^2=\Delta\kappa_2/2$ is measured more accurately than either $\hat\theta$ or $\hat\lambda$.

Over all measurements the means are $\hat\theta=0.999$ and $\hat\lambda=10.00$ nm. The scatter is 2.4\% in $\theta$ and 1.3\% in $\lambda$, against predictions of 2.2\% and 1.2\% that include the finite layer.

Now take a dose of $2\times10^{11}$ cm$^{-2}$ and a floor of $10^{15}$ cm$^{-3}$. The model profile meets the floor at $L=49.7$ nm, about five migration lengths. The window holds 98.8\% of the atoms but 38.7\% of the fourth moment. The noise-free window moments are $M_0=0.98786$, $M_2=161.07$ nm$^2$ and $M_4=143589$ nm$^4$. Treating the cut profile as complete gives
\begin{align*}
c_2-\sigma_0^2&=\frac{161.07}{0.98786}-9=154.05\ \mathrm{nm}^2,\\
c_4&=\frac{143589}{0.98786}-3(163.05)^2\simeq6.56\times10^4\ \mathrm{nm}^4,
\end{align*}
and \eqref{eq:inv} returns $\lambda=5.96$ nm and $\theta=2.17$. The length is 40\% too small and the event number more than twice too large, although barely one atom in eighty is missing.

The windowed inversion used a trapezoidal grid in $k$ from 0 to 3 nm$^{-1}$ in steps of 0.005 nm$^{-1}$, Simpson integration over 401 depths, and a hybrid Newton solver. From the same simulated atoms it gives mean values $\theta=0.999$ and $\lambda=10.00$ nm, with scatter 1.2\% and 0.96\%. This is less scatter than with the complete tail. A plausible reason is that the window removes the rare distant atoms that weigh heavily in the sample fourth moment. The comparison supplies the windowed method with the exact dose, layer centre and Gaussian form of the initial layer, so the smaller scatter is not a total error.

\section{Failure modes and real layers}

Calibration matters in the windowed method. Raising all noise-free window moments by 2\%, as a dose error would, changes the result to $\theta=1.039$ and $\lambda=9.90$ nm. A uniform residual background $b$, divided by the dose, adds $2bL^3/3$ to $M_2$ and $2bL^5/5$ to $M_4$. With $b$ at 5\% of the floor, $\lambda$ becomes 10.13 nm and $\theta$ 0.998.

Immobile clusters break the assumption of identical atoms. If a fraction $h$, the same at every initial depth, never moves, the displacement has $m_2=2(1-h)\theta\lambda^2$ and $m_4=(1-h)(24\theta+12\theta^2)\lambda^4$. Subtracting $3m_2^2$ gives $\kappa_4=24(1-h)\theta\lambda^4(1+h\theta/2)$, and the plain inversion returns
\begin{equation}
\hat\lambda^2=\lambda^2\left(1+\frac{h\theta}{2}\right),\qquad
\hat\theta=\theta\,\frac{1-h}{1+h\theta/2}.
\end{equation}
Clustering thus looks like fewer, longer migrations.

The parameters lie in the rough regime of boron marker layers in silicon near 800~$^\circ$C; they are not a fit to a sample. With an assumed, rough intrinsic density $n_i=2\times10^{18}$ cm$^{-3}$, the initial peak $C=2.7\times10^{17}$ cm$^{-3}$ is dilute. Local charge neutrality, $p-n_i^2/p=C$ for ionized acceptors, would give a hole density $p=1.07\,n_i$. This is an upper bound: the Debye length is about 4 nm, more than the layer's standard deviation of 3 nm, so the holes spread beyond the layer. Solving the Poisson equation with Boltzmann carriers gives $p\simeq1.04\,n_i$ at the peak. If $g$ is proportional to $p$, its initial increase there is about 4\%, and it falls as the layer spreads. Carried through the model, this effect raises the inverted $\theta$ by about 3\% and lowers $\lambda$ by about 0.4\%. At the assumed $n_i$ the shift in $\theta$ exceeds the predicted counting scatter of one measurement; with $n_i=3\times10^{18}$ cm$^{-3}$ it would be about 2\%, comparable to that scatter. It therefore matters even for this dilute layer. Device layers doped far above $n_i$ break the assumption of uniform $g$: there $p/n_i\simeq C/n_i$, and under the same proportionality the local rate rises by that factor. The linear inversion should not be used for them.

Two further neglected effects, the finite mobile lifetime and the surface, are small here. Equation \eqref{eq:life} gives relative lifetime biases of $10^{-6}$ in $\theta$ and $-1.5\times10^{-6}$ in $\lambda$. For a layer 150 nm deep, integrating the model profile in an unbounded crystal puts a fraction $1.2\times10^{-6}$ of the atoms beyond the surface plane. Distant atoms weigh heavily in the fourth moment, so the error is larger than this fraction: a perfectly reflecting or absorbing surface changes the inverted $\theta$ by less than 0.5\% and $\lambda$ by less than 0.3\%. For a shallower layer or a longer $\lambda$ the shifts grow, and the model may need a surface boundary condition.
